# Hypervirial theorems in finite bases: force and virial sum rules

## A force that should not be there

Place a fluorine nucleus at the origin and a proton at $z=0.92$ Å, and compute the electrons of hydrogen fluoride by restricted Hartree–Fock in the 6-31G basis. The electrons pull the fluorine nucleus with $+38.4$ eV/Å and the proton with $-146.8$ eV/Å along $z$. The sum is $-108.4$ eV/Å. For an exact bound state it would be zero. Yet moving all basis functions together by about $7\times10^{-5}$ Å, with the nuclei held fixed, and shrinking the whole set, centres included, by 0.1 % removes the whole imbalance and lowers the energy by only 0.006 eV. The shift alone already removes the imbalance; the shrinking serves a second rule, met below.

Two questions follow: why the sum should vanish, and what the basis has to do with it. I use atomic units in the algebra.

## One particle, moved and stretched

Take $H=-\tfrac12\partial_x^2+V(x)$ and a real, normalized bound state $\psi$. Shift it rigidly, $\psi_s(x)=\psi(x-s)$. The kinetic energy is unchanged. After the substitution $x\to x+s$ the potential energy is $\int V(x+s)\,\psi(x)^2dx$, so

$$\left.\frac{dE}{ds}\right|_0=\langle V'\rangle .$$

Next stretch the state, $\psi_s(x)=e^{-s/2}\psi(e^{-s}x)$, where the prefactor keeps the norm. Two derivatives give $\langle T\rangle_s=e^{-2s}\langle T\rangle$, and the potential energy becomes $\int V(e^sx)\,\psi^2dx$. Hence

$$\left.\frac{dE}{ds}\right|_0=-2\langle T\rangle+\langle xV'\rangle .$$

An energy eigenstate is stationary under every admissible small change, so both derivatives vanish for it.

**Limit: the harmonic well.** For $V=x^2/2$ the first rule says $\langle x\rangle=0$. The second says $2\langle T\rangle=\langle x^2\rangle=2\langle V\rangle$, the equal sharing of kinetic and potential energy.

## The general theorem

Both motions have the form $\psi_s=e^{sW}\psi$ with an anti-Hermitian generator, $W^\dagger=-W$, which preserves the norm. Differentiating at $s=0$ gives $W=-\partial_x$ for the shift and $W=-(x\partial_x+\tfrac12)$ for the stretch. For any such $W$,

$$\left.\frac{dE}{ds}\right|_0=\langle W\psi|H\psi\rangle+\langle\psi|HW\psi\rangle
=-\langle\psi|WH\psi\rangle+\langle\psi|HW\psi\rangle=\langle[H,W]\rangle .$$

The first two terms are complex conjugates if $H$ may be moved across the bracket, $\langle\psi|HW\psi\rangle=\langle H\psi|W\psi\rangle$. Moreover $\langle\psi|W\psi\rangle$ is purely imaginary, so subtracting $E=\langle H\rangle$ changes nothing in the real part:

$$\langle[H,W]\rangle=2\,\mathrm{Re}\,\langle(H-E)\psi|W\psi\rangle. \tag{1}$$

If $H\psi=E\psi$, the right side is zero. This is the hypervirial theorem. It extends to a general operator $A=W_1+iW_2$, with $W_1=(A-A^\dagger)/2$ and $W_2=(A+A^\dagger)/(2i)$ both anti-Hermitian, because the commutator is linear in $A$.

**Limit: hard walls.** The condition on moving $H$ matters. In a box $0<x<L$ with $V=0$ inside, the ground state has $E=\pi^2/(2L^2)$. For the stretch, $[H,W]=-2T$ inside the box, with expectation $-\pi^2/L^2$, not zero. The stretched function no longer vanishes at $x=L$, so $W\psi$ violates the boundary condition. Integrating by parts twice leaves

$$\langle\psi|HW\psi\rangle-\langle H\psi|W\psi\rangle=\tfrac12\psi'(L)\,(W\psi)(L)=-\tfrac L2\,\psi'(L)^2=-\frac{\pi^2}{L^2},$$

since $(W\psi)(L)=-L\psi'(L)$ and $\psi'(L)^2=2\pi^2/L^3$. The boundary term accounts for the whole discrepancy. From here on the functions are smooth and decaying enough for such terms to vanish.

## Electrons in a molecule

For $N$ electrons and fixed nuclei of charge $Z_A$ at $\mathbf R_A$, let $V=V_{ne}+V_{ee}$, with

$$V_{ne}=-\sum_{i,A}\frac{Z_A}{|\mathbf r_i-\mathbf R_A|},\qquad
\mathbf F_A=Z_A\Big\langle\sum_i\frac{\mathbf r_i-\mathbf R_A}{|\mathbf r_i-\mathbf R_A|^3}\Big\rangle .$$

$\mathbf F_A$ is the pull of the electrons on nucleus $A$, directed towards the electrons.

**Force rule.** Shift all electrons along $z$, $W=-\sum_i\partial_{z_i}$. The repulsion $V_{ee}$ depends on coordinate differences and does not change. Differentiating $V_{ne}$ gives

$$G\equiv\Big\langle\sum_i\frac{\partial V}{\partial z_i}\Big\rangle=\sum_AF_{A,z}=0. \tag{2}$$

The forces between nuclei cancel in pairs, so the total forces on the nuclei also sum to zero.

**Virial rule.** Stretch all electron coordinates about the origin, $W=-\sum_i(\mathbf r_i\cdot\nabla_i+\tfrac32)$. The number $\tfrac32$ is the norm term $\tfrac12$ for each of three directions. Since $V_{ee}$ scales as $e^{-s}$, it contributes $-\langle V_{ee}\rangle$. For $V_{ne}$, split $\mathbf r_i=(\mathbf r_i-\mathbf R_A)+\mathbf R_A$:

$$\mathbf r_i\cdot\frac{Z_A(\mathbf r_i-\mathbf R_A)}{|\mathbf r_i-\mathbf R_A|^3}
=\frac{Z_A}{|\mathbf r_i-\mathbf R_A|}+\mathbf R_A\cdot\frac{Z_A(\mathbf r_i-\mathbf R_A)}{|\mathbf r_i-\mathbf R_A|^3}.$$

The first part sums to $-\langle V_{ne}\rangle$, the second to $\sum_A\mathbf R_A\cdot\mathbf F_A$. Therefore

$$D\equiv-2\langle T\rangle-\langle V_{ne}\rangle-\langle V_{ee}\rangle+\sum_A\mathbf R_A\cdot\mathbf F_A=0. \tag{3}$$

The nuclear repulsion satisfies $\sum_A\mathbf R_A\cdot\mathbf F_A^{nn}=V_{nn}$, because each pair contributes $Z_AZ_B|\mathbf R_A-\mathbf R_B|^2/|\mathbf R_A-\mathbf R_B|^3$. Adding it to both sides gives $2\langle T\rangle+\langle V_{tot}\rangle=\sum_A\mathbf R_A\cdot\mathbf F_A^{tot}$.

**Limit: an atom.** With its nucleus at the origin the right side vanishes, so $2\langle T\rangle=-\langle V\rangle$ and $E=-\langle T\rangle$. The same holds for an exact molecular state when the total force on every nucleus is zero.

For an approximate state I call $G$ and $D$ the force and virial defects. Moving the origin by $a$ along $z$ changes $D$ by $-aG$, so a virial defect has a meaning independent of the origin only when $G=0$.

## What a finite basis guarantees

Let $P$ project onto a fixed finite basis and $Q=1-P$. The linear variational state obeys $P(H-E)\psi=0$, so its residual $r=(H-E)\psi$ lies wholly outside the basis. Equation (1) becomes

$$\langle[H,W]\rangle=2\,\mathrm{Re}\,\langle r|QW\psi\rangle. \tag{4}$$

If $W\psi$ lies in the basis, then $QW\psi=0$ and the theorem holds, however poor the energy. The converse is false: the product in (4) can vanish with neither factor zero.

The well $V=x^2/2+0.3x^3+0.2x^4$, in dimensionless units, shows the cases. Its basis consists of the lowest eigenfunctions $\varphi_0,\varphi_1,\dots$ of the harmonic well.

- With three functions, $E=0.5708$, against 0.5686 with one hundred. The force defect is 0.0083 and the virial defect 0.0201. Adding the missing part of $W\psi$ as a fourth function lowers the energy by $3.9\times10^{-4}$ for the shift and $2.6\times10^{-4}$ for the stretch.
- With $\varphi_0$ to $\varphi_3$, the force defect is only $-1.8\times10^{-5}$, although the virial defect is still $-0.0040$. Adding the missing shift gains a mere $6.8\times10^{-8}$. No symmetry is at work: the residual happens to be almost orthogonal to the missing function (cosine 0.006, against 0.28 with three functions), and the missing part of $W\psi$ is itself small (norm 0.012, against 0.09).
- Without the cubic term the well is even. The three-function state is then even and $V'$ odd, so $\langle V'\rangle=0$ by parity. Yet $W\psi$ has a part of norm 0.134 outside the basis, because the derivative of $\varphi_2$ contains $\varphi_3$. The virial defect, which parity does not protect, is 0.0085.

Two statements replace the false converse.

First, the matrix of $H$ in the basis cannot guarantee the theorem when $\chi=QW\psi\neq0$. Consider $H'=H+\lambda(|\chi\rangle\langle\psi|+|\psi\rangle\langle\chi|)$ with real $\lambda$. Since $P\chi=0$, its matrix in the basis is that of $H$, and $\psi$ and $E$ remain the variational solution. But $(H'-E)\psi=r+\lambda\chi$, so (4) changes by $2\lambda\|\chi\|^2$. One basis matrix is compatible with any value of the defect.

Second, for real functions the theorem holds exactly when $\psi$ remains stationary after $W\psi$ is added to the basis. The new stationarity condition is $\langle\chi|r\rangle=0$, which is the vanishing of (4).

**Limit: a basis closed under the motion.** One might ask for a basis that contains $Wf$ for each of its functions $f$. No finite set of normalizable functions does this for our two motions. An anti-Hermitian $W$ acting within a finite space has an eigenfunction there, $Wf=i\kappa f$ with real $\kappa$. For the shift in one dimension, $-f'=i\kappa f$ gives $|f|$ constant. For the stretch, $xf'=-(\tfrac12+i\kappa)f$ gives $|f|^2\propto1/|x|$. Neither is normalizable. So $W\psi$ may be admitted for a particular state, but not for all states of the basis.

## From linear states to Hartree–Fock

A determinant is not a linear variational state, but the reasoning survives. Our $W$ is a sum of one-electron generators $w$, so $e^{sW}$ moves each orbital separately and turns a determinant into a determinant. For doubly occupied orbitals $\varphi_i$,

$$E=2\sum_i\langle\varphi_i|h|\varphi_i\rangle+\sum_{ij}(2J_{ij}-K_{ij}),$$

where $h$ is the one-electron Hamiltonian and $J_{ij}$, $K_{ij}$ are the Coulomb and exchange integrals. Changing orbital $i$ in the first sum gives $4\,\mathrm{Re}\langle\delta\varphi_i|h|\varphi_i\rangle$. In the double sum each orbital occurs in both index positions, which doubles its variation. With the Fock operator $f=h+\sum_j(2J_j-K_j)$ and $\delta\varphi_i=s\,w\varphi_i$,

$$\left.\frac{dE}{ds}\right|_0=4\,\mathrm{Re}\sum_i\langle w\varphi_i|f|\varphi_i\rangle
=4\,\mathrm{Re}\sum_i\langle Qw\varphi_i|(f-\varepsilon_i)\varphi_i\rangle. \tag{5}$$

The orbital energy $\varepsilon_i$ may be subtracted because $\langle w\varphi_i|\varphi_i\rangle$ is imaginary. $Q$ may be inserted because the converged equations make $(f-\varepsilon_i)\varphi_i$ orthogonal to the orbital basis. This is (4) again, orbital by orbital. In the complete-basis limit both rules hold for the Hartree–Fock state, although it lacks electron correlation.

There is another way to admit a motion: let the basis itself move. Stretch all basis functions and their centres by $e^\eta$ about the origin, shift them by $t$, keep the nuclei fixed, and solve again for $E(t,\eta)$. The coefficients are already stationary, so to first order their response costs nothing, and what remains is the motion of the determinant:

$$\frac{\partial E}{\partial t}\Big|_{0,0}=G,\qquad \frac{\partial E}{\partial\eta}\Big|_{0,0}=D. \tag{6}$$

At a shifted basis the slope $\partial E/\partial\eta$ is $D-tG$, since the stretch is then centred at $t$, while $\partial E/\partial t$ is still $G$. Where both slopes vanish, so do both defects.

**Limit: nuclei and basis moved together.** The energy cannot change. Moving only the nuclei contributes $-G$ to the slope, moving only the basis $+G$. Energy slopes with basis functions attached to the nuclei therefore obey the force balance even when the pulls $\mathbf F_A$ do not. The difference is the basis contribution.

## Back to hydrogen fluoride

For the 6-31G basis attached to the nuclei, the self-consistent solution gives $\langle T\rangle=2722.658$ eV, $\langle V_{ne}\rangle=-6820.499$ eV and $\langle V_{ee}\rangle=1236.288$ eV. With fluorine at the origin, only the proton enters the last term of (3): $0.92\times(-146.809)=-135.064$ eV. Hence

$$D=-5445.316+6820.499-1236.288-135.064=3.83\ \text{eV},$$

or 0.141 hartree. This value belongs to the origin at fluorine; because $G\neq0$, the origin at the proton gives 103.6 eV instead. All virial defects below use the origin at fluorine. The force defect is $G=38.42-146.81=-108.39$ eV/Å, or $-2.108$ hartree/bohr. Solving again with the basis slightly shifted or stretched, and taking energy differences as in (6), gives the same $-108.39$ eV/Å and 3.83 eV.

The basis leaves room for a force defect because it lacks most of the variation that a shift requires; by (5), the size of the defect depends also on the residuals $(f-\varepsilon_i)\varphi_i$. Of the summed squared orbital gradients, $\sum_i\int|\nabla\varphi_i|^2$, 81 % lies outside the 6-31G space.

The tiny shift follows from the stiffness $\partial G/\partial t=1.51\times10^6$ eV/Å$^2$, obtained by finite differences. A linear estimate gives

$$t\approx\frac{108.39}{1.514\times10^6}=7.16\times10^{-5}\ \text{Å}.$$

Solving $G=D=0$ for shift and scale together gives $7.13\times10^{-5}$ Å and a length factor of 0.99904. The shift alone should gain about $G^2/(2\,\partial G/\partial t)=0.0039$ eV. The joint optimum gains 0.0057 eV; the rest comes with the change of scale. The pull on fluorine rises from 38.4 to 146.9 eV/Å, while that on the proton changes by only 0.1 eV/Å in size. Nearly all of the imbalance sat at the fluorine nucleus. Balanced does not mean converged: in the larger basis described next the pulls are $+153.6$ and $-153.9$ eV/Å, each about 7 eV/Å larger in size.

Now leave the basis attached, but add s, p and d functions that span the first derivatives of its functions. The derivative of an s function is a p function, and that of a p function combines s and d functions, which are added separately and so give the basis slightly more freedom than the derivatives alone. The basis grows from 11 to 36 functions and contains the first-order shift, $-\partial_z\varphi_i$, of every old orbital. The new orbitals use the added functions, whose own derivatives are not all present, so a fraction $2.5\times10^{-4}$ of the squared gradient remains outside.

The force defect falls to $-0.24$ eV/Å, 0.2 % of its former size, but not to zero. The virial defect falls to 0.70 eV; the full stretch variation was not supplied. The energy drops by 1.07 eV, nearly 190 times the gain from floating.

The floated state obeys both rules to the printed precision, yet its energy is 1.06 eV above that of the enriched state, which violates both. At the Hartree–Fock level, then, a vanishing defect shows that the energy is stationary under one particular motion. It does not measure the distance from the complete-basis result, and it says nothing about the correlation energy that this level omits.
